# Biexciton Auger lifetime of a nanocrystal from its two trion lifetimes: a program that tests the result

```python
"""
Result under test: for twofold electron and hole levels at the band edges,
    1/tau_XX = 2/tau_minus + 2/tau_plus   (Auger lifetimes).
tau_minus: negative trion (2 electrons, 1 hole); tau_plus: positive trion
(1 electron, 2 holes); tau_XX: biexciton (2 electrons, 2 holes).
Assumed: a spectator carrier changes neither orbitals nor final-state density.
Tests use many-electron determinants and direct Schroedinger evolution.
Rates in the evolution are in 1/ps and energies divided by hbar in rad/ps.
"""
from collections import defaultdict
from itertools import combinations
import numpy as np
from scipy import constants as const

tau_minus, tau_plus = 200.0, 100.0                      # ps
k_minus, k_plus = 1 / tau_minus, 1 / tau_plus           # 1/ps
k_electron_route, k_hole_route = 2 * k_minus, 2 * k_plus
k_xx = k_electron_route + k_hole_route
tau_xx = 1 / k_xx

# ---- Spin-orbit-mixed Kramers doublets and a random two-body interaction ----
rng = np.random.default_rng(7)
n_space = 5
n_orb = 2 * n_space
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
a = rng.normal(size=(n_space, n_space))
one_body = np.kron(a + a.T, np.eye(2)).astype(complex)
for sigma in pauli:
    b = rng.normal(size=(n_space, n_space))
    one_body += np.kron(b - b.T, 1j * sigma)
levels, orbitals = np.linalg.eigh(one_body)
assert np.allclose(levels[0::2], levels[1::2])          # Kramers pairs

factors = []
for _ in range(6):
    a = rng.normal(size=(n_space, n_space))
    factors.append(orbitals.conj().T @ np.kron(a + a.T, np.eye(2)) @ orbitals)
factors = np.array(factors)
# interaction[i,j,k,l] = <i j|V|k l>
interaction = np.einsum('pik,pjl->ijkl', factors, factors)

DEEP, VALENCE, EDGE, HOT = (0, 1), (2, 3, 4, 5), (6, 7), (8, 9)


def determinant(orbs):
    return sum(1 << i for i in orbs)


def number_in(state, group):
    return sum((state >> i) & 1 for i in group)


def flip(state, i, create):
    """Create or annihilate one electron; returns (sign, new state)."""
    if ((state >> i) & 1) == int(create):
        return 0, state
    below = bin(state & ((1 << i) - 1)).count('1')
    return (-1) ** below, state ^ (1 << i)


def apply_interaction(state):
    """(1/2) sum V_ijkl c+_i c+_j c_l c_k acting on a determinant."""
    out = defaultdict(complex)
    for k in range(n_orb):
        s1, d1 = flip(state, k, False)
        if not s1:
            continue
        for l in range(n_orb):
            s2, d2 = flip(d1, l, False)
            if not s2:
                continue
            for j in range(n_orb):
                s3, d3 = flip(d2, j, True)
                if not s3:
                    continue
                for i in range(n_orb):
                    s4, d4 = flip(d3, i, True)
                    if s4:
                        out[d4] += (0.5 * s1 * s2 * s3 * s4
                                    * interaction[i, j, k, l])
    return out


def auger_amplitudes(edge_electrons, holes):
    """Amplitudes to (hot-electron, deep-hole) final states."""
    filled = [v for v in VALENCE if v not in holes]
    start = determinant(list(DEEP) + filled + list(edge_electrons))
    n_edge = len(edge_electrons)
    hot_electron, deep_hole = [], []
    for final, amp in apply_interaction(start).items():
        n_d, n_e, n_p = (number_in(final, g) for g in (DEEP, EDGE, HOT))
        if n_d == 2 and n_e == n_edge - 2 and n_p == 1:
            hot_electron.append(amp)
        if n_d == 1 and n_e == n_edge - 1 and n_p == 0:
            deep_hole.append(amp)
    return np.array(hot_electron), np.array(deep_hole)


def strength(amps):
    return float(np.sum(np.abs(amps) ** 2))


minus_strength = {h: strength(auger_amplitudes(EDGE, (h,))[0]) for h in VALENCE}
for pair in combinations(VALENCE, 2):
    xx_e, xx_h = auger_amplitudes(EDGE, pair)
    plus_sum = sum(strength(auger_amplitudes((e,), pair)[1]) for e in EDGE)
    assert np.isclose(strength(xx_e), sum(minus_strength[h] for h in pair))
    assert np.isclose(strength(xx_h), plus_sum)

top_pair = (4, 5)
amp_minus = auger_amplitudes(EDGE, (4,))[0]
amp_plus = auger_amplitudes((6,), top_pair)[1]
amp_xx_e, amp_xx_h = auger_amplitudes(EDGE, top_pair)
assert np.isclose(minus_strength[4], minus_strength[5])
assert np.isclose(strength(amp_plus),
                  strength(auger_amplitudes((7,), top_pair)[1]))
ratio_e = strength(amp_xx_e) / strength(amp_minus)
ratio_h = strength(amp_xx_h) / strength(amp_plus)
assert np.isclose(ratio_e, 2) and np.isclose(ratio_h, 2)

# ---- Decay into discrete ladders, from the Schroedinger equation ----
spacing, n_ladder = 0.04, 151                           # rad/ps, levels
ladder = spacing * (np.arange(n_ladder) - n_ladder // 2)


def evolved_lifetime(couplings):
    size = 1 + len(couplings) * n_ladder
    h = np.zeros((size, size), complex)
    h[np.arange(1, size), np.arange(1, size)] = np.tile(ladder, len(couplings))
    h[1:, 0] = np.repeat(couplings, n_ladder)
    h[0, 1:] = h[1:, 0].conj()
    energy, vec = np.linalg.eigh(h)
    weight = np.abs(vec[0]) ** 2
    t1, t2 = 10.0, 60.0                                 # ps, before recurrence
    p1, p2 = (abs(np.sum(weight * np.exp(-1j * energy * t))) ** 2
              for t in (t1, t2))
    return (t2 - t1) / np.log(p1 / p2)


scale_e = np.sqrt(k_minus * spacing / (2 * np.pi * strength(amp_minus)))
scale_h = np.sqrt(k_plus * spacing / (2 * np.pi * strength(amp_plus)))
evolved_minus = evolved_lifetime(scale_e * amp_minus)
evolved_plus = evolved_lifetime(scale_h * amp_plus)
evolved_xx = evolved_lifetime(np.concatenate([scale_e * amp_xx_e,
                                              scale_h * amp_xx_h]))
# The finite ladder width changes the rates by a few parts in a thousand.
assert abs(evolved_minus / tau_minus - 1) < 0.01
assert abs(evolved_plus / tau_plus - 1) < 0.01
assert abs(evolved_xx / tau_xx - 1) < 0.01

# ---- Neglected effects: rough parameters for a small CdSe nanocrystal ----
radius_nm, mass_e, mass_h, permittivity = 2.5, 0.13, 0.45, 10.0
hot_energy_ev, shift_ev, hole_gap_ev = 2.0, 0.020, 0.050
temperature, tau_rad_ns, upper_hole_factor = 300.0, 20.0, 2.0
radius = radius_nm * 1e-9


# Radiative counting: biexciton relative to the mean of the four excitons.
def radiative_strength(edge_electrons, holes):
    filled = [v for v in VALENCE if v not in holes]
    start = determinant(list(DEEP) + filled + list(edge_electrons))
    out = defaultdict(complex)
    for e in EDGE:
        s1, d1 = flip(start, e, False)
        for v in top_pair:
            s2, d2 = flip(d1, v, True)
            if s1 and s2:
                out[d2] += s1 * s2 * factors[0][v, e]
    return strength(np.array(list(out.values())))


exciton_mean = np.mean([radiative_strength((e,), (v,))
                        for e in EDGE for v in top_pair])
radiative_ratio = radiative_strength(EDGE, top_pair) / exciton_mean
assert np.isclose(radiative_ratio, 4)
k_rad_xx = radiative_ratio / (tau_rad_ns * 1000)        # 1/ps
tau_total = 1 / (k_xx + k_rad_xx)

# Thermal hole configurations in two doublets.
kt_ev = const.k * temperature / const.e
hole_energy = [0.0, 0.0, hole_gap_ev, hole_gap_ev]
hole_factor = [1.0, 1.0, upper_hole_factor, upper_hole_factor]


def thermal_factor(n_holes):
    configs = list(combinations(range(4), n_holes))
    w = np.array([np.exp(-sum(hole_energy[i] for i in c) / kt_ev)
                  for c in configs])
    f = np.array([sum(hole_factor[i] for i in c) for c in configs])
    excited = np.array([any(i > 1 for i in c) for c in configs])
    return np.sum(w * f) / np.sum(w), np.sum(w * excited) / np.sum(w)


factor_one, excited_one = thermal_factor(1)
factor_two, excited_two = thermal_factor(2)
thermal_ratio = factor_two / factor_one                 # replaces the factor 2
tau_thermal = 1 / (thermal_ratio * k_minus + k_hole_route)


# Final-energy shift: squared surface wave sin^2, taken at its steepest point.
def shift_effect(mass):
    m = mass * const.m_e
    k1, k2 = (np.sqrt(2 * m * en * const.e) / const.hbar
              for en in (hot_energy_ev, hot_energy_ev + shift_ev))
    phase = (k2 - k1) * radius
    change = np.sin(np.pi / 4 + phase) ** 2 / np.sin(np.pi / 4) ** 2 - 1
    speed = np.sqrt(2 * hot_energy_ev * const.e / m)
    linear = 2 * radius * shift_ev * const.e / (const.hbar * speed)
    assert abs(change / linear - 1) < 0.03              # second order in shift
    return phase, change


phase_e, change_e = shift_effect(mass_e)
phase_h, change_h = shift_effect(mass_h)
share_e, share_h = k_electron_route / k_xx, k_hole_route / k_xx
shift_total = share_e * change_e + share_h * change_h

# Orbital distortion by one extra 1s charge in a hard-wall sphere.
n_grid, n_basis = 600, 10
x = (np.arange(n_grid) + 0.5) / n_grid
u = np.array([np.sqrt(2) * np.sin(n * np.pi * x) for n in range(1, n_basis + 1)])
potential = (1 / np.maximum.outer(x, x)) @ (u[0] ** 2) / n_grid
coulomb_matrix = (u * potential) @ u.T / n_grid
coulomb_ev = const.e / (4 * np.pi * const.epsilon_0 * permittivity * radius)


def mixing(mass):
    e1 = (const.hbar * np.pi / radius) ** 2 / (2 * mass * const.m_e) / const.e
    first_order = coulomb_ev * abs(coulomb_matrix[0, 1]) / (3 * e1)
    h = np.diag(e1 * np.arange(1, n_basis + 1) ** 2) + coulomb_ev * coulomb_matrix
    ground = np.linalg.eigh(h)[1][:, 0]
    assert abs(abs(ground[1] / ground[0]) / first_order - 1) < 0.1
    return 3 * e1, first_order


gap_e, mix_e = mixing(mass_e)
gap_h, mix_h = mixing(mass_h)
# Largest first-order rate change if 1s and 2s amplitudes are equally strong.
distort_e = 2 * (2 * mix_e + mix_h)
distort_h = 2 * (mix_e + 2 * mix_h)
distort_total = share_e * distort_e + share_h * distort_h

print(f"negative-trion Auger lifetime: {tau_minus:.0f} ps")
print(f"positive-trion Auger lifetime: {tau_plus:.0f} ps")
print(f"negative-trion rate: {1000*k_minus:.2f} 1/ns")
print(f"positive-trion rate: {1000*k_plus:.2f} 1/ns")
print(f"biexciton electron-route rate: {1000*k_electron_route:.2f} 1/ns")
print(f"biexciton hole-route rate: {1000*k_hole_route:.2f} 1/ns")
print(f"biexciton Auger rate: {1000*k_xx:.2f} 1/ns")
print(f"biexciton Auger lifetime: {tau_xx:.2f} ps = {tau_xx*1e-12:.3e} s")
print(f"electron-route share: {100*share_e:.1f} %")
print(f"hole-route share: {100*share_h:.1f} %")
print(f"wrong lifetime, trion rates added once: {1/(k_minus+k_plus):.2f} ps")
print(f"determinants, electron-route ratio XX/trion: {ratio_e:.6f}")
print(f"determinants, hole-route ratio XX/trion: {ratio_h:.6f}")
print(f"evolved negative-trion lifetime: {evolved_minus:.2f} ps")
print(f"evolved positive-trion lifetime: {evolved_plus:.2f} ps")
print(f"evolved biexciton lifetime: {evolved_xx:.2f} ps")
print("-- neglected effects, rough parameters --")
print(f"radius: {radius_nm} nm; relative permittivity: {permittivity:.0f}")
print(f"electron, hole mass: {mass_e}, {mass_h} electron masses")
print(f"temperature: {temperature:.0f} K; kT: {1000*kt_ev:.2f} meV")
print(f"exciton radiative lifetime: {tau_rad_ns:.0f} ns")
print(f"radiative ratio XX/exciton: {radiative_ratio:.4f}")
print(f"biexciton radiative rate: {1000*k_rad_xx:.3f} 1/ns")
print(f"radiative/Auger rate: {100*k_rad_xx/k_xx:.2f} %")
print(f"lifetime with radiative decay: {tau_total:.2f} ps")
print(f"hole-level spacing: {1000*hole_gap_ev:.0f} meV")
print(f"assumed upper-hole rate factor: {upper_hole_factor:.1f}")
print(f"upper level occupied, one hole: {100*excited_one:.1f} %")
print(f"upper level occupied, two holes: {100*excited_two:.1f} %")
print(f"thermal replacement for electron-route factor 2: {thermal_ratio:.3f}")
print(f"lifetime with thermal correction: {tau_thermal:.2f} ps")
print(f"hot-carrier energy: {hot_energy_ev:.1f} eV")
print(f"spectator energy shift: {1000*shift_ev:.0f} meV")
print(f"phase change, hot electron: {phase_e:.4f} rad")
print(f"phase change, hot hole: {phase_h:.4f} rad")
print(f"rate change from shift, electron route: {100*change_e:.1f} %")
print(f"rate change from shift, hole route: {100*change_h:.1f} %")
print(f"rate change from shift, total: {100*shift_total:.1f} %")
print(f"Coulomb energy scale: {1000*coulomb_ev:.1f} meV")
print(f"1s-2s Coulomb matrix element / scale: {abs(coulomb_matrix[0,1]):.4f}")
print(f"1s-2s spacing, electron: {gap_e:.3f} eV")
print(f"1s-2s spacing, hole: {gap_h:.3f} eV")
print(f"2s admixture amplitude, electron: {mix_e:.4f}")
print(f"2s admixture amplitude, hole: {mix_h:.4f}")
print(f"distortion scale, electron route: {100*distort_e:.1f} %")
print(f"distortion scale, hole route: {100*distort_h:.1f} %")
print(f"distortion scale, total rate: {100*distort_total:.1f} %")
print(f"lifetime if rate is raised by this: {tau_xx/(1+distort_total):.1f} ps")
print(f"lifetime if rate is lowered by this: {tau_xx/(1-distort_total):.1f} ps")
print("every check passed")
```

It prints:

```
negative-trion Auger lifetime: 200 ps
positive-trion Auger lifetime: 100 ps
negative-trion rate: 5.00 1/ns
positive-trion rate: 10.00 1/ns
biexciton electron-route rate: 10.00 1/ns
biexciton hole-route rate: 20.00 1/ns
biexciton Auger rate: 30.00 1/ns
biexciton Auger lifetime: 33.33 ps = 3.333e-11 s
electron-route share: 33.3 %
hole-route share: 66.7 %
wrong lifetime, trion rates added once: 66.67 ps
determinants, electron-route ratio XX/trion: 2.000000
determinants, hole-route ratio XX/trion: 2.000000
evolved negative-trion lifetime: 199.92 ps
evolved positive-trion lifetime: 99.91 ps
evolved biexciton lifetime: 33.23 ps
-- neglected effects, rough parameters --
radius: 2.5 nm; relative permittivity: 10
electron, hole mass: 0.13, 0.45 electron masses
temperature: 300 K; kT: 25.85 meV
exciton radiative lifetime: 20 ns
radiative ratio XX/exciton: 4.0000
biexciton radiative rate: 0.200 1/ns
radiative/Auger rate: 0.67 %
lifetime with radiative decay: 33.11 ps
hole-level spacing: 50 meV
assumed upper-hole rate factor: 2.0
upper level occupied, one hole: 12.6 %
upper level occupied, two holes: 37.5 %
thermal replacement for electron-route factor 2: 2.120
lifetime with thermal correction: 32.68 ps
hot-carrier energy: 2.0 eV
spectator energy shift: 20 meV
phase change, hot electron: 0.0326 rad
phase change, hot hole: 0.0606 rad
rate change from shift, electron route: 6.5 %
rate change from shift, hole route: 12.1 %
rate change from shift, total: 10.2 %
Coulomb energy scale: 57.6 meV
1s-2s Coulomb matrix element / scale: 0.3269
1s-2s spacing, electron: 1.388 eV
1s-2s spacing, hole: 0.401 eV
2s admixture amplitude, electron: 0.0136
2s admixture amplitude, hole: 0.0469
distortion scale, electron route: 14.8 %
distortion scale, hole route: 21.5 %
distortion scale, total rate: 19.3 %
lifetime if rate is raised by this: 27.9 ps
lifetime if rate is lowered by this: 41.3 ps
every check passed
```
